**First-order core spin relaxation and contact spin density of Mn²⁺**

For a core s shell with radial function u and energy ε in the Hamiltonian h, the exchange field ±B changes u by ±w, where (h − ε)w = −(B − ⟨B⟩)u, w(0) = 0 and w is orthogonal to u. The shell's contact spin density is u′(0)w′(0)/π. The program applies this to the free 3d⁵ ion in nonrelativistic, exchange-only local spin density theory, with the 3d density reconstructed by PAW from two partial waves. It asserts agreement with the analytic hydrogenic result, with diagonalisation in a weak field, with a closed quadrature for 1s, and with a fully relaxed ion at small 3d polarisation. It also asserts that mixing among filled shells leaves the sum unchanged, and that the core correction is right when 3s is treated as valence with occupation 0, 0.5 or 1 in one spin channel. The output gives −0.39, −13.10 and 4.61 Å⁻³ for 1s, 2s and 3s, with the sum −8.87 Å⁻³. The fully relaxed, fully polarised ion gives −8.80 Å⁻³, a value that is printed for comparison and not asserted.

## Numerical check

```python
"""Perturbative core spin relaxation in a PAW-reconstructed exchange field.

Result under test: for a core s shell with radial function u (h u = e u) and
spin-dependent potential v +- B, the first-order change +-w obeys
    (h - e) w = -(B - <B>) u,   w(0) = 0,   <u|w> = 0,
and the shell's contact spin density is m(0) = u'(0) w'(0) / pi.
Symbols: r radius, v unpolarised Kohn-Sham potential, B half the difference of
the spin-up and spin-down exchange potentials, q = 4 pi r^2 times a density.
Atomic units inside; printed numbers in eV and angstrom.
Example: free Mn2+ ion (3d5), nonrelativistic, exchange-only local spin density.
Radial functions live on a spectral-element grid with diagonal overlap; vectors
hold sqrt(weight) * u, so that ordinary dot products are radial integrals.
"""
import numpy as np
from numpy.polynomial.legendre import Legendre
from scipy.linalg import eigh
from scipy.interpolate import make_interp_spline
from scipy import constants as sc

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
Z = 25
SPHERE = 0.9 / BOHR
PER_A3 = 1 / BOHR**3

# ---------------------------------------------------------------- radial grid
P = 12
EDGES = np.array([0, .05, .12, .22, .36, .55, .8, 1.2, SPHERE,
                  2.3, 3.1, 4.2, 6.0, 8.5, 12.0])
legendre = Legendre.basis(P)
x = np.concatenate(([-1.0], np.sort(legendre.deriv().roots().real), [1.0]))
px = legendre(x)
gauss = 2 / (P * (P + 1) * px**2)
D = np.zeros((P + 1, P + 1))
for i in range(P + 1):
    for j in range(P + 1):
        if i != j:
            D[i, j] = px[i] / (px[j] * (x[i] - x[j]))
D[0, 0], D[P, P] = -P * (P + 1) / 4, P * (P + 1) / 4
size = (len(EDGES) - 1) * P + 1
r, weight, stiff = np.zeros(size), np.zeros(size), np.zeros((size, size))
for k in range(len(EDGES) - 1):
    part = slice(k * P, (k + 1) * P + 1)
    width = EDGES[k + 1] - EDGES[k]
    r[part] = EDGES[k] + (x + 1) * width / 2
    weight[part] += gauss * width / 2
    stiff[part, part] += D.T @ np.diag(gauss) @ D * 2 / width
r, weight, stiff = r[1:-1], weight[1:-1], stiff[1:-1, 1:-1]
root = np.sqrt(weight)
kinetic = 0.5 * stiff / np.outer(root, root)
inverse_stiff = np.linalg.inv(stiff)


def slope(c):
    """Derivative u'(0) of the radial function stored in c."""
    return D[0, 1:] @ (c[:P] / root[:P]) * 2 / EDGES[1]


def hamiltonian(l, v):
    return kinetic + np.diag(l * (l + 1) / (2 * r**2) + v)


def hartree(q):
    return (inverse_stiff @ (weight * q / r)) / r + (weight @ q) / EDGES[-1]


def exchange(q_spin):
    density = np.maximum(q_spin, 0) / (4 * np.pi * r**2)
    return -np.cbrt(6 * density / np.pi)


def exchange_field(q, m):
    return 0.5 * (exchange((q + m) / 2) - exchange((q - m) / 2))


def first_order(h, energy, c, field):
    """Solve the first-order equation with the orthogonality constraint."""
    n = len(c)
    a = np.zeros((n + 1, n + 1))
    a[:n, :n] = h - energy * np.eye(n)
    a[:n, n] = a[n, :n] = c
    rhs = np.append(-(field - c @ (field * c)) * c, 0.0)
    return np.linalg.solve(a, rhs)[:n]


# ------------------------------------- test: field -beta/r shifts the charge Z
h_coulomb = hamiltonian(0, -Z / r)
e_h, c_h = eigh(h_coulomb, subset_by_index=[0, 2])
beta, hydrogenic_error = 0.01, 0.0
for n in (1, 2, 3):
    c = c_h[:, n - 1]
    w = first_order(h_coulomb, e_h[n - 1], c, -beta / r)
    exact = 6 * Z**2 * beta / (np.pi * n**3)
    hydrogenic_error = max(hydrogenic_error,
                           abs(slope(c) * slope(w) / np.pi / exact - 1))
assert hydrogenic_error < 1e-5

# ------------------------- test: exchange field is the derivative of the energy


def exchange_energy(n_up, n_dn):
    def unpolarised(n):
        return -0.75 * np.cbrt(3 / np.pi) * n**(4 / 3)
    return 0.5 * (unpolarised(2 * n_up) + unpolarised(2 * n_dn))


shell_area = 4 * np.pi * r**2
for n0, m0 in ((0.7, 0.4), (0.7, 0.007)):
    d = 1e-4
    numeric = (exchange_energy((n0 + m0 + d) / 2, (n0 - m0 - d) / 2)
               - exchange_energy((n0 + m0 - d) / 2, (n0 - m0 + d) / 2)) / (2 * d)
    value = exchange_field(n0 * shell_area, m0 * shell_area)[50]
    assert abs(value / numeric - 1) < 1e-5
linear = -np.cbrt(3 * n0 / np.pi) * m0 / (3 * n0)
assert abs(value / linear - 1) < 1e-4


# ------------------------------------------------- self-consistent Mn2+ ion
def scf(polarisation, start):
    """Fully relaxed ion with 3d occupations 2.5 (1 +- polarisation)."""
    v = [start.copy(), start.copy()]
    for _ in range(300):
        orbitals, q = {}, [np.zeros_like(r), np.zeros_like(r)]
        for s in (0, 1):
            d_occ = 2.5 * (1 + (1 - 2 * s) * polarisation)
            for l, count, occ in ((0, 3, 1), (1, 2, 3), (2, 1, d_occ)):
                e, c = eigh(hamiltonian(l, v[s]), subset_by_index=[0, count - 1])
                for k in range(count):
                    orbitals[s, l, k] = (e[k], c[:, k])
                    q[s] += occ * c[:, k]**2 / weight
        common = -Z / r + hartree(q[0] + q[1])
        new = [common + exchange(q[s]) for s in (0, 1)]
        error = sum(weight @ (q[s] * abs(new[s] - v[s])) for s in (0, 1))
        if error < 1e-8:
            return v, orbitals, q
        v = [0.6 * v[s] + 0.4 * new[s] for s in (0, 1)]
    raise AssertionError("ion not converged")


guess = -(2 + 23 / (1 + 1.8 * r)**2) / r
v_ref, orb_ref, q_ref = scf(0.0, guess)
v0 = v_ref[0]
S_SHELLS = ["1s", "2s", "3s"]
CORE = {"1s": (0, 0), "2s": (0, 1), "3s": (0, 2), "2p": (1, 0), "3p": (1, 1)}
H = {l: hamiltonian(l, v0) for l in (0, 1, 2)}
core = {name: (l, *orb_ref[0, l, k]) for name, (l, k) in CORE.items()}
q_core = sum(2 * (2 * l + 1) * c**2 / weight for l, e, c in core.values())
e_3d = orb_ref[0, 2, 0][0]


def core_response(m_valence, q_total, self_field=True, window=1.0):
    """First-order core orbitals; optionally with the core's own spin field."""
    m_core = np.zeros_like(r)
    for _ in range(100):
        field = window * exchange_field(q_total, m_valence + m_core)
        response = {name: first_order(H[l], e, c, field)
                    for name, (l, e, c) in core.items()}
        new = sum(4 * (2 * core[name][0] + 1) * core[name][2] * w / weight
                  for name, w in response.items())
        change = weight @ abs(new - m_core)
        m_core = new
        if not self_field or change < 1e-8:
            return field, response
    raise AssertionError("core spin field not converged")


def contacts(response):
    return np.array([slope(core[s][2]) * slope(response[s]) / np.pi
                     for s in S_SHELLS])


# ------------------ valence 3d5 in its spin-polarised potential, frozen core
v_up = v0.copy()
for _ in range(300):
    e_up, c_up = eigh(hamiltonian(2, v_up), subset_by_index=[0, 0])
    q_3d = 5 * c_up[:, 0]**2 / weight
    v_new = -Z / r + hartree(q_core + q_3d) + exchange(q_core / 2 + q_3d)
    residual = weight @ (q_3d * abs(v_new - v_up))
    if residual < 1e-9:
        break
    v_up = 0.6 * v_up + 0.4 * v_new
assert residual < 1e-9

# ------------------------------------------------------- PAW reconstruction
edge = 8 * P - 1
assert abs(r[edge] - SPHERE) < 1e-12


def partial_wave(energy):
    """Regular d wave of the unpolarised ion and its smooth partner."""
    local = 3 / r**2 + v0 - energy
    a = 0.5 * stiff + np.diag(weight * local)
    phi = np.zeros_like(r)
    phi[edge] = 1.0
    phi[:edge] = np.linalg.solve(a[:edge, :edge], -a[:edge, edge])
    first = D[P] @ phi[edge - P:edge + 1] * 2 / (EDGES[8] - EDGES[7])
    powers = np.array([3, 5, 7])
    match = np.array([SPHERE**powers, powers * SPHERE**(powers - 1),
                      powers * (powers - 1) * SPHERE**(powers - 2)])
    coefficient = np.linalg.solve(match, [1.0, first, 2 * local[edge]])
    smooth = np.zeros_like(r)
    smooth[:edge] = (r[:edge, None]**powers) @ coefficient
    phi[edge] = 0.0
    norm = np.sqrt(weight @ phi**2)
    return root * phi / norm, root * smooth / norm


def paw_density(energies):
    """Solve the transformed 3d problem; return one-centre and pseudo q."""
    waves = [partial_wave(e) for e in energies]
    phi = np.array([a for a, b in waves])
    smooth = np.array([b for a, b in waves])
    shape = np.where(r < SPHERE, (1 - (r / SPHERE)**2)**2, 0.0)
    projectors = np.linalg.solve((smooth * shape) @ smooth.T, smooth * shape)
    t = np.eye(len(r)) + (phi - smooth).T @ projectors
    h_t, s_t = t.T @ hamiltonian(2, v_up) @ t, t.T @ t
    _, vec = eigh((h_t + h_t.T) / 2, (s_t + s_t.T) / 2, subset_by_index=[0, 0])
    pseudo = vec[:, 0]
    full = pseudo.copy()
    full[:edge] = ((projectors @ pseudo) @ phi)[:edge]
    return 5 * full**2 / weight, 5 * pseudo**2 / weight


SECOND_WAVE = 5.0 / HARTREE
q_one, _ = paw_density([e_3d])
q_paw, q_pseudo = paw_density([e_3d, e_3d + SECOND_WAVE])
error_one = weight @ abs(q_one - q_3d) / 5
error_two = weight @ abs(q_paw - q_3d) / 5
assert error_two < 0.05

# -------------------------------------------------- contact density by shell
bare_field, bare_response = core_response(q_paw, q_core + q_paw, False)
field, response = core_response(q_paw, q_core + q_paw)
bare, relaxed = contacts(bare_response), contacts(response)
direct = contacts(core_response(q_3d, q_core + q_3d)[1])
from_pseudo = contacts(core_response(q_pseudo, q_core + q_pseudo)[1])
inside = contacts(core_response(q_paw, q_core + q_paw,
                                window=(r <= SPHERE + 1e-9))[1])
scale = max(abs(relaxed))
assert max(abs(relaxed - direct)) < 0.05 * scale

# test: diagonalisation with the field switched on weakly in both directions;
# tolerance covers rounding noise of large core densities divided by the step
step = 0.1
_, c_plus = eigh(H[0] + step * np.diag(field), subset_by_index=[0, 2])
_, c_minus = eigh(H[0] - step * np.diag(field), subset_by_index=[0, 2])
difference = np.array([(slope(c_plus[:, k])**2 - slope(c_minus[:, k])**2)
                       / (4 * np.pi * step) for k in range(3)])
diagonal_error = max(abs(difference - relaxed)) / scale
assert diagonal_error < 2e-3

# test: closed quadrature for the nodeless 1s shell
near = r < 1.5
grid = np.append(0.0, r[near])
u2 = np.append(0.0, (core["1s"][2]**2 / weight)[near])
bu2 = np.append(0.0, (core["1s"][2]**2 / weight * field)[near])
charge = make_interp_spline(grid, u2, k=5).antiderivative()(grid)
moment = make_interp_spline(grid, bu2, k=5).antiderivative()(grid)
excess = moment - moment[-1] / charge[-1] * charge
outside = charge[-1] - charge
keep = u2 > 1e-12 * u2.max()
integrand = np.zeros_like(grid)
integrand[keep] = 2 * excess[keep] * outside[keep] / u2[keep]
f_zero = -make_interp_spline(grid, integrand, k=3).integrate(0, grid[-1])
quadrature_1s = slope(core["1s"][2])**2 * f_zero / np.pi
assert abs(quadrature_1s / relaxed[0] - 1) < 5e-3

# test: removing mixing among occupied s shells moves shells, not their sum
projected = {}
for s in S_SHELLS:
    w = response[s].copy()
    for other in S_SHELLS:
        w -= core[other][2] * (core[other][2] @ response[s])
    projected[s] = w
no_mixing = contacts(projected)
assert abs(no_mixing.sum() - relaxed.sum()) < 1e-5 * scale

# test: 3s treated as valence over a frozen 1s,2s core, one spin channel,
# occupation f: the missing core part carries the 3s component times (1 - f)
frozen = np.array([core["1s"][2], core["2s"][2]])
inner_space = frozen.T @ frozen
outer_space = np.eye(len(r)) - inner_space


def missing_part(sign, f):
    h = H[0] + sign * step * np.diag(field)
    c_all = c_plus if sign > 0 else c_minus
    _, c_fc = eigh(outer_space @ h @ outer_space + 1e3 * inner_space,
                   subset_by_index=[0, 0])
    total = slope(c_all[:, 0])**2 + slope(c_all[:, 1])**2
    total += f * (slope(c_all[:, 2])**2 - slope(c_fc[:, 0])**2)
    return total / (4 * np.pi)


c3 = core["3s"][2]
partition_error = 0.0
for f in (0.0, 0.5, 1.0):
    numeric = (missing_part(1, f) - missing_part(-1, f)) / (2 * step)
    formula = sum(slope(core[s][2])
                  * slope(response[s] - f * c3 * (c3 @ response[s]))
                  for s in ("1s", "2s")) / (2 * np.pi)
    partition_error = max(partition_error, abs(numeric - formula) / scale)
assert partition_error < 2e-3


# test: fully relaxed ion at small 3d polarisation against the first-order core
def relaxed_ion(polarisation):
    _, orbitals, q = scf(polarisation, v0)
    full = np.array([slope(orbitals[0, 0, k][1])**2
                     - slope(orbitals[1, 0, k][1])**2 for k in range(3)])
    m_3d = 2.5 * ((1 + polarisation) * orbitals[0, 2, 0][1]**2
                  - (1 - polarisation) * orbitals[1, 2, 0][1]**2) / weight
    return full / (4 * np.pi), m_3d, q[0] + q[1]


SMALL = 0.05
full_small, m_small, q_small = relaxed_ion(SMALL)
first_small = contacts(core_response(m_small, q_small)[1])
bare_small = contacts(core_response(m_small, q_small, False)[1])
small_error = max(abs(full_small - first_small)) / max(abs(full_small))
small_bare_error = max(abs(full_small - bare_small)) / max(abs(full_small))
assert small_error < 0.01
full_ion, _, _ = relaxed_ion(1.0)

# ------------------------------------------------------------------- output
print("Mn2+ 3d5, exchange-only LSDA, nonrelativistic; Z =", Z)
print(f"augmentation radius: {SPHERE * BOHR:.3f} angstrom")
print(f"3d level, unpolarised ion: {e_3d * HARTREE:.3f} eV")
print(f"3d majority level, frozen core: {e_up[0] * HARTREE:.3f} eV")
print(f"second partial wave above first: {SECOND_WAVE * HARTREE:.2f} eV")
print(f"3d charge inside sphere: {(weight * q_3d)[:edge].sum() / 5:.4f}")
print(f"density error, one partial wave: {100 * error_one:.3f} %")
print(f"density error, two partial waves: {100 * error_two:.3f} %")
peak = np.argmin(np.where(r < SPHERE, field, 0))
print(f"strongest B on grid in sphere: {field[peak] * HARTREE:.4f} eV "
      f"at {r[peak] * BOHR:.3f} angstrom")
print("shell: level eV, <r> angstrom, <B> eV, shift of majority <r> angstrom")
for s in S_SHELLS:
    _, e, c = core[s]
    print(f" {s}: {e * HARTREE:.3f}, {c @ (r * c) * BOHR:.4f}, "
          f"{c @ (field * c) * HARTREE:.5f}, "
          f"{2 * c @ (r * response[s]) * BOHR:.3e}")
print("shell: density per spin at nucleus angstrom^-3, w'(0)/u'(0)")
for s in S_SHELLS:
    c = core[s][2]
    print(f" {s}: {slope(c)**2 / (4 * np.pi) * PER_A3:.3f}, "
          f"{slope(response[s]) / slope(c):.4e}")
print("contact spin density in angstrom^-3: 1s, 2s, 3s, sum")
for label, values in (("bare valence field", bare),
                      ("with core self-field", relaxed),
                      ("same, all-electron 3d density", direct),
                      ("same, pseudo 3d density only", from_pseudo),
                      ("same, field cut at sphere", inside),
                      ("occupied mixing removed", no_mixing),
                      ("fully relaxed LSDA ion", full_ion)):
    row = np.append(values, values.sum()) * PER_A3
    print(f" {label}: " + ", ".join(f"{y:.4f}" for y in row))
print(f"main sum in atomic units: {relaxed.sum():.5f} bohr^-3")
print(f"1s by closed quadrature: {quadrature_1s * PER_A3:.4f} angstrom^-3")
print(f"small-polarisation test, 3d polarisation: {SMALL:.2f}")
for label, values in (("full ion", full_small), ("first order", first_small)):
    row = np.append(values, values.sum()) * PER_A3
    print(f" {label}, angstrom^-3: " + ", ".join(f"{y:.5f}" for y in row))
print("errors below are relative to the largest shell value")
print(f" first order with self-field: {100 * small_error:.3f} %")
print(f" first order, bare field: {100 * small_bare_error:.3f} %")
print(f" against diagonalisation: {diagonal_error:.1e}")
print(f" valence-3s partition: {partition_error:.1e}")
print(f"hydrogenic test, relative error: {hydrogenic_error:.1e}")
print("done: every assertion held")
```

Running it gives:

```
Mn2+ 3d5, exchange-only LSDA, nonrelativistic; Z = 25
augmentation radius: 0.900 angstrom
3d level, unpolarised ion: -23.255 eV
3d majority level, frozen core: -25.031 eV
second partial wave above first: 5.00 eV
3d charge inside sphere: 0.8401
density error, one partial wave: 0.392 %
density error, two partial waves: 0.061 %
strongest B on grid in sphere: -3.8671 eV at 0.283 angstrom
shell: level eV, <r> angstrom, <B> eV, shift of majority <r> angstrom
 1s: -6374.706, 0.0326, 0.00304, 2.211e-07
 2s: -746.777, 0.1499, -1.27541, 1.579e-04
 3s: -99.899, 0.4565, -2.93556, -7.556e-04
shell: density per spin at nucleus angstrom^-3, w'(0)/u'(0)
 1s: 32162.650, -3.0039e-06
 2s: 2888.857, -1.1335e-03
 3s: 414.616, 2.7825e-03
contact spin density in angstrom^-3: 1s, 2s, 3s, sum
 bare valence field: -0.4895, -12.7623, 4.3493, -8.9025
 with core self-field: -0.3865, -13.0983, 4.6147, -8.8701
 same, all-electron 3d density: -0.3826, -13.0823, 4.6094, -8.8554
 same, pseudo 3d density only: 0.1672, -0.1299, -8.5868, -8.5495
 same, field cut at sphere: -0.4337, -13.1028, 6.0426, -7.4939
 occupied mixing removed: -0.0712, -9.4034, 0.6045, -8.8701
 fully relaxed LSDA ion: -0.3856, -13.1239, 4.7074, -8.8021
main sum in atomic units: -1.31441 bohr^-3
1s by closed quadrature: -0.3865 angstrom^-3
small-polarisation test, 3d polarisation: 0.05
 full ion, angstrom^-3: -0.02046, -0.66291, 0.26887, -0.41449
 first order, angstrom^-3: -0.02046, -0.66291, 0.26887, -0.41450
errors below are relative to the largest shell value
 first order with self-field: 0.000 %
 first order, bare field: 2.544 %
 against diagonalisation: 7.0e-08
 valence-3s partition: 1.0e-08
hydrogenic test, relative error: 8.8e-12
done: every assertion held
```
